# Godunov Upwinding for Growing Surfaces: Entropy Solution and Time-Step Limit

## A film that appears in empty space

Consider isotropic deposition in which every solid surface advances at 50 nm/min. Describe the solid as the region where a function \(\phi\) is negative, and start with \(\phi=|x|+20\) nm. This function is positive everywhere, so there is no solid and nothing can grow. Yet a plausible difference scheme, run for one minute, produces a solid strip 60 nm wide. At an outward corner the same scheme leaves a sharp mitre where uniform growth must produce an arc.

With the kinks on grid nodes and in exact arithmetic, both faults survive every refinement of the grid. The scheme approximates the gradient correctly wherever \(\phi\) is smooth, but can make the wrong choice at kinks, as it does in both examples. Godunov upwinding makes the right one, provided that the time step is small enough.

## The equation does not decide by itself

Let \(\phi<0\) in the growing region and \(\phi>0\) outside. The outward normal is \(\mathbf n=\nabla\phi/|\nabla\phi|\). A surface point \(\mathbf X(t)\) satisfies \(\phi(\mathbf X(t),t)=0\). Differentiating, and using \(\dot{\mathbf X}\cdot\mathbf n=V\), gives

\[
0=\phi_t+\dot{\mathbf X}\cdot\nabla\phi=\phi_t+V|\nabla\phi| .
\]

We take \(V\ge0\), independent of the direction of \(\mathbf n\). The function \(H(\mathbf p)=V|\mathbf p|\) is then convex; this is the meaning of convex normal motion, and the surface itself may have any shape. For isotropic etching, \(\phi\) is taken negative in the void, which is then the growing region.

For constant \(V\) and initial data \(|x|\), two functions satisfy the equation wherever they are differentiable:

\[
|x|-Vt\qquad\text{and}\qquad \max(|x|-Vt,0).
\]

The first has slope of magnitude 1 and time derivative \(-V\). The second agrees with it for \(|x|>Vt\) and is constant inside. Adding 20 nm to both gives the opening example, in which the first function creates solid from nothing.

The missing physical rule is that a point joins the growing region if, and only if, growth at speed \(V\) can reach it from that region. Applied to every level of \(\phi\), for constant \(V\), the rule reads

\[
\phi(\mathbf x,t)=\min_{|\mathbf z|\le Vt}\phi(\mathbf x+\mathbf z,0). \tag{1}
\]

This is the entropy solution. Two successive displacements of lengths at most \(Vt\) and \(Vs\) together cover the disc of radius \(V(t+s)\), so (1) can be restarted at any time. Where \(\phi\) is differentiable, a short further time \(s\) gives

\[
\phi(\mathbf x,t+s)=\min_{|\mathbf z|\le Vs}\left[\phi+\mathbf z\cdot\nabla\phi+o(s)\right]
=\phi-Vs|\nabla\phi|+o(s),
\]

because the best displacement points against the gradient. Dividing by \(s\) recovers the differential equation.

Formula (1) also says what happens at kinks. Suppose a smooth \(\psi\) touches \(\phi\) from below at \((\mathbf x,t)\): the two are equal there and \(\psi\le\phi\) nearby. Restarting (1) from time \(t-s\),

\[
\psi(\mathbf x,t)=\min_{|\mathbf z|\le Vs}\phi(\mathbf x+\mathbf z,t-s)
\ge\psi-s\psi_t-Vs|\nabla\psi|+o(s),
\]

with the right side evaluated at \((\mathbf x,t)\). Hence \(\psi_t+V|\nabla\psi|\ge0\). Touching from above reverses both inequalities. The false solution \(|x|-Vt\) is touched from below at \(x=0\) by \(\psi=-Vt\), for which \(\psi_t+V|\psi_x|=-V<0\). It is therefore rejected.

## One node by hand

Let a node have value \(\phi\), and let \(p_-\) and \(p_+\) be the slopes to its left and right:

\[
p_-=\frac{\phi-\phi_L}{\Delta x},\qquad p_+=\frac{\phi_R-\phi}{\Delta x}.
\]

Join the three values by straight lines and apply (1) for one time step, with \(r=V\Delta t\). At distance \(a\) to the left the function is \(\phi-ap_-\); at distance \(a\) to the right it is \(\phi+ap_+\). Both are linear in \(a\), so the minimum over \(0\le a\le r\) lies at \(a=0\) or \(a=r\):

\[
\phi^{\rm new}=\phi-r\,g_x,\qquad g_x=\max(0,p_-,-p_+). \tag{2}
\]

In a valley, \(p_-=-1\) and \(p_+=1\), so \(g_x=0\) and the bottom stays where it is. On a ridge, \(p_-=1\) and \(p_+=-1\), so \(g_x=1\) and the top descends.

The faulty scheme of the opening uses the root mean square \(\sqrt{(p_-^2+p_+^2)/2}\), which is 1 in both cases. It lowers the valley bottom at full speed, although no lower value exists nearby.

Equation (2) can also be read as a choice among the slopes between \(p_-\) and \(p_+\):

- If \(p_-\le p_+\), it selects the smallest \(|p|\) in the interval. This is 0 if the interval contains zero, \(p_-\) if both slopes are positive, and \(-p_+\) if both are negative.
- If \(p_->p_+\), it selects the largest \(|p|\), which lies at an end. This is \(p_-\) if both slopes are positive, \(-p_+\) if both are negative, and the larger of \(p_-\) and \(-p_+\) if \(p_-\ge0\ge p_+\).

This minimum-or-maximum rule is Godunov's choice. Formula (1) shows why it is the entropy choice.

## Two dimensions, and a step that is too long

Let \(q_-\) and \(q_+\) be the corresponding slopes in \(y\), and define \(g_y=\max(0,q_-,-q_+)\). Extend the five stencil values as \(\phi\) plus a piecewise linear function of \(x\) plus one of \(y\). Move a distance \(a\ge0\) along \(x\) and \(b\ge0\) along \(y\), each in the better direction, with \(a^2+b^2\le r^2\). The value falls by at most \(ag_x+bg_y\). By the Cauchy–Schwarz inequality,

\[
ag_x+bg_y\le\sqrt{a^2+b^2}\sqrt{g_x^2+g_y^2}\le rG,
\qquad G=\sqrt{g_x^2+g_y^2}.
\]

For \(G>0\), equality is reached at \(a=rg_x/G\), \(b=rg_y/G\). If \(g_x=0\) this choice makes no move in \(x\), so the drop is attainable even when both \(x\) directions lead uphill; the same holds for \(y\). For \(G=0\) the best choice is to stay. The Godunov update is therefore

\[
\phi^{\rm new}=\phi-V\Delta t\,G, \tag{3}
\]

which is the exact entropy evolution, at the node, of this local four-quadrant function. A direct search over the disc, made for random stencils, tested this result; the largest difference was about \(2\times10^{-7}\).

Now take \(\Delta x=\Delta y=2\) nm, centre value 0, left and lower neighbours at \(-1\) nm, and the other two at 0. Then

\[
g_x=g_y=\frac{0-(-1)}{2}=0.5,\qquad G=\sqrt{0.25+0.25}=0.7071 .
\]

With \(r=1.25\) nm the new value is \(-1.25\times0.7071=-0.884\) nm. With \(r=1.60\) nm it is \(-1.131\) nm, which is lower than every value in the stencil. The longer step has created a new minimum.

The reason is geometric. The data are interpolated inside the diamond whose vertices are the four neighbours, and extrapolated outside it. The disc of radius \(r\) must fit inside the diamond. Here the distance from the centre to a side is \(2/\sqrt2=1.414\) nm, which lies between the two steps tried.

## The general monotonicity condition

An update is monotone if raising any old value never lowers the new value. To examine this, use \(\phi_L-\phi=-p_-\Delta x\) and \(\phi_R-\phi=p_+\Delta x\), with the same relations in \(y\). The minimization behind (3) becomes

\[
\phi^{\rm new}=\min\left[
\left(1-\frac a{\Delta x}-\frac b{\Delta y}\right)\phi
+\frac a{\Delta x}\phi_X+\frac b{\Delta y}\phi_Y\right]. \tag{4}
\]

Here \(\phi_X\) is either \(x\) neighbour, \(\phi_Y\) is either \(y\) neighbour, and the minimum is over these choices and over \(a,b\ge0\) with \(a^2+b^2\le r^2\). The weights add to one. The neighbour weights are nonnegative, and Cauchy–Schwarz gives

\[
\frac a{\Delta x}+\frac b{\Delta y}
\le r\sqrt{\frac1{\Delta x^2}+\frac1{\Delta y^2}} .
\]

All weights are thus nonnegative if

\[
V\Delta t\sqrt{\frac1{\Delta x^2}+\frac1{\Delta y^2}}\le1. \tag{5}
\]

Each bracket in (4) is then nondecreasing in every old value, and so is their minimum. This proves that the Courant condition (5) is sufficient.

It is also necessary if monotonicity is required for all data. Put the left and lower neighbours at \(-1\), the other two at 0, and the centre at \(c\ge0\). Then \(g_x=(c+1)/\Delta x\) and \(g_y=(c+1)/\Delta y\). With \(K=\sqrt{1/\Delta x^2+1/\Delta y^2}\),

\[
\phi^{\rm new}=c-rK(c+1),\qquad
\frac{d\phi^{\rm new}}{dc}=1-rK .
\]

If \(rK>1\), raising the centre lowers the result. For example, raising \(c\) from 0 to 0.1 changes the new value by \(0.1(1-0.95)=+0.005\) at 95% of the limit, and by \(-0.005\) at 105%.

On a square grid of spacing \(h\), (5) becomes \(V\Delta t\le h/\sqrt2\). If nothing varies in \(y\), letting \(\Delta y\to\infty\) gives the one-dimensional condition \(V\Delta t\le\Delta x\).

For a prescribed speed \(V(x,y,t)\ge0\), (5) must hold at every node, so the largest speed sets a common time step. Three properties follow:

- If one initial function lies below another, it remains below.
- Each new value lies between the smallest and largest values in its old stencil, because (4) is a minimum of weighted averages.
- The maximum difference \(k\) between two numerical solutions cannot grow. From \(\phi\le\psi+k\), monotonicity gives \(\phi^{\rm new}\le\psi^{\rm new}+k\), since adding a constant to all data adds it to the update. Exchanging \(\phi\) and \(\psi\) completes the argument.

The root-mean-square scheme fails this test at every positive time step. In a valley, raising the left neighbour increases \(|p_-|\), hence the computed slope, and so lowers the centre.

Kinks are not its only weakness. On a uniform slope in one dimension, a small ripple changes the root mean square by the average of the changes in \(p_-\) and \(p_+\), which is a central difference. One step therefore multiplies a ripple of wavenumber \(k\) by \(1-i(r/\Delta x)\sin(k\Delta x)\), up to a sign of \(i\) set by the slope. The magnitude of this factor exceeds 1 unless the sine vanishes, so rounding errors grow and can swamp the result on fine grids. The root-mean-square runs reported here avoid this because their kinks lie on grid nodes, so that every computed slope is 1, and because their values are represented exactly in binary arithmetic. A kink between nodes can start a growing ripple even without rounding.

## Why the grid solution converges

The local drop is exact, but the four-quadrant function only approximates the surface between nodes. For constant \(V\), formula (4) also controls the accumulated error.

Read its weights as probabilities of staying at the node, jumping by \(\Delta x\), or jumping by \(\Delta y\). The mean displacement in one step has components \(\pm a\) and \(\pm b\), and so has length at most \(r\). The mean squared displacement is

\[
\frac a{\Delta x}\Delta x^2+\frac b{\Delta y}\Delta y^2
=a\Delta x+b\Delta y\le r\sqrt{\Delta x^2+\Delta y^2},
\]

and the variance is no larger. Applying (4) \(n\) times shows that the numerical value \(u\) is the smallest expected initial value \(E[\phi_0(\mathbf X_n)]\) over all rules for choosing \(a\), \(b\) and the directions at each step.

Write \(\mathbf X_n=\mathbf x+\mathbf D+\mathbf M\), where \(\mathbf D\) sums the mean displacements and \(\mathbf M\) the random deviations. Then \(|\mathbf D|\le nr=Vt\). Each deviation has zero mean given the earlier steps, so cross terms vanish and

\[
E|\mathbf M|^2\le nr\sqrt{\Delta x^2+\Delta y^2}
=Vt\sqrt{\Delta x^2+\Delta y^2}.
\]

Let \(\phi_0\) change by at most \(L\) times the distance moved. For every rule, \(\phi_0(\mathbf X_n)\ge\phi_0(\mathbf x+\mathbf D)-L|\mathbf M|\ge\phi(\mathbf x,t)-L|\mathbf M|\), where the last step uses (1). This bounds \(u\) from below. For the upper bound, let \(\mathbf z_*\) be the minimizing displacement in (1), and choose the constant mean displacement \(\mathbf z_*/n\) at each step. Then \(\phi_0(\mathbf X_n)\le\phi(\mathbf x,t)+L|\mathbf M|\). Since \(E|\mathbf M|\le\sqrt{E|\mathbf M|^2}\),

\[
|u-\phi|\le L\sqrt{Vt\sqrt{\Delta x^2+\Delta y^2}}. \tag{6}
\]

The bound vanishes as the grid is refined at fixed \(t\), with (5) maintained. It assumes that no artificial boundary influences the node.

The sign of the error is known in two cases. If \(\phi_0\) is convex, the mean of \(\phi_0(\mathbf X_n)\) is at least \(\phi_0\) at the mean position, which lies in the disc; hence \(u\ge\phi\) and computed growth lags. If \(\phi_0\) is concave, the constant choice above gives \(u\le\phi\), and computed growth runs ahead.

## Two corners and an empty gap

Let \(V=50\) nm/min for 2 min, so that the growth distance is \(R=100\) nm. The initial function \(\max(x,y)\) describes a solid filling \(x<0,\ y<0\), with an outward corner. At a diagonal point \(x=y=s\), a displacement \((z_1,z_2)\) gives

\[
\max(s+z_1,s+z_2)\ge s+\frac{z_1+z_2}{2}\ge s-\frac R{\sqrt2},
\]

with equality at \(z_1=z_2=-R/\sqrt2\). The front therefore crosses the diagonal at \(s=100/\sqrt2=70.7\) nm, on an arc of radius \(R\) about the old corner. The false solution \(\max(x,y)-R\) puts a mitre at \(s=100\) nm.

The re-entrant corner \(\min(x,y)\) behaves differently. The lowest value within the disc is \(\min(x,y)-R\), so this corner stays sharp and reaches \(s=100\) nm. In isotropic etching at a uniform rate (not limited by transport or dependent on orientation) the void grows, and the roles are exchanged: outward corners of the solid stay sharp and its re-entrant corners become round.

Godunov's scheme gives these diagonal coordinates:

| Grid (nm) | Outward corner (nm) | Re-entrant corner (nm) |
|---:|---:|---:|
| 4 | 66.80 | 101.35 |
| 2 | 68.43 | 100.68 |
| 1 | 69.40 | 100.34 |

The outward corner lags and the re-entrant corner runs ahead, as the convex and concave cases require. The re-entrant error halves with the spacing. The outward error falls more slowly: 3.91, 2.29 and 1.31 nm, or 0.98, 1.14 and 1.31 grid spacings. The nearly equal increments suggest a logarithmic factor, but three grids do not prove one. For both corners \(L=1\), and on the finest grid (6) gives \(\sqrt{100\sqrt2}=11.9\) nm. The bound is safe but far from tight here.

On the 2 nm grid the root-mean-square scheme puts the outward corner at 100.0 nm. On the diagonal its four one-sided slopes are 0, 1, 0 and 1, which give \(\sqrt{(1+1)/2}=1\). Away from the diagonal it also gives 1, so the whole function drops uniformly and the mitre survives.

For the empty gap, one minute of growth gives \(R=50\) nm. Godunov's scheme leaves the minimum of \(\phi\) at 20 nm. The other scheme lowers it to \(20-50=-30\) nm, and the false solid occupies \(|x|<30\) nm, the 60 nm strip of the opening.

## Using the method

At each time step:

1. Find the largest \(V\) and choose \(\Delta t\) from (5).
2. Form the four one-sided slopes at each node.
3. Compute \(g_x\), \(g_y\) and \(G\), then update all nodes from the old values by (3).

For the 2 nm grid and 50 nm/min, the limit is \(\Delta t=1.414/50\) min \(=1.70\) s; the 2 nm runs above used 1.50 s, and the 4 nm and 1 nm runs used 3.00 s and 0.75 s, keeping \(V\Delta t/h=0.625\).

If \(V<0\), then \(-\phi\) obeys the same equation with speed \(|V|\). The slopes become \(g_x=\max(0,-p_-,p_+)\) and \(g_y=\max(0,-q_-,q_+)\), the update is \(\phi^{\rm new}=\phi+|V|\Delta t\,G\), and (5) holds with \(|V|\).

Two physical effects, among others, lie outside the proof. If \(V\) depends on surface orientation, the disc in (1) is no longer the right set of displacements, and (3) must be derived anew. If \(V\) depends on the profile through shadowing, two profiles being compared have different speeds, so monotonicity at prescribed \(V\) does not by itself keep them ordered. An extreme case is a cavity that closes during deposition from a gas: its supply is cut off, and \(V\) inside must be set to zero once the remaining gas is used up. The numerical output below gives the remaining values.

## Numbers as computed

```
normal speed: 50.0 nm/min
duration: 2.0 min
growth distance: 100.0 nm
exact outward-corner diagonal coordinate: 70.711 nm
false mitre diagonal coordinate: 100.000 nm
grid spacing: 4.0 nm; steps: 40; r: 2.500 nm
  outward-corner coordinate: 66.800 nm
  outward-corner maximum phi error: 3.911 nm
  re-entrant-corner coordinate: 101.351 nm
  re-entrant maximum phi error: 1.351 nm
  proven error bound: 23.784 nm
grid spacing: 2.0 nm; steps: 80; r: 1.250 nm
  outward-corner coordinate: 68.425 nm
  outward-corner maximum phi error: 2.286 nm
  re-entrant-corner coordinate: 100.675 nm
  re-entrant maximum phi error: 0.675 nm
  proven error bound: 16.818 nm
grid spacing: 1.0 nm; steps: 160; r: 0.625 nm
  outward-corner coordinate: 69.399 nm
  outward-corner maximum phi error: 1.312 nm
  re-entrant-corner coordinate: 100.338 nm
  re-entrant maximum phi error: 0.338 nm
  proven error bound: 11.892 nm
rms-scheme corner, 2 nm grid: 100.000 nm
empty-space initial minimum phi: 20.000 nm
empty-space growth distance: 50.000 nm
Godunov final minimum phi: 20.000 nm
Godunov empty-space maximum error: 2.426 nm
rms-scheme final minimum phi: -30.000 nm
rms-scheme false solid width: 60.000 nm
maximum r on 2 nm grid: 1.4142 nm
maximum time step on 2 nm grid: 1.6971 s
chosen time step on 2 nm grid: 1.5000 s
single-node lowest initial phi: -1.0000 nm
single-node update at r = 1.25 nm: -0.8839 nm
single-node update at r = 1.60 nm: -1.1314 nm
disc-search maximum difference: 1.87e-07 (dimensionless)
centre response at 0.95 limit: 0.0050 (dimensionless)
centre response at 1.05 limit: -0.0050 (dimensionless)
```
